Film thickness from an ion-scattering width: the surface-energy approximation, part 1

(Sections cited here and not found follow in the second part.)

## I. From one stopping power to the loss factor

An ion beam of 2000 keV strikes a thin film, and the ions scattered backwards by one element of the film form a band 100 keV wide in the energy spectrum. The film takes 0.4714 keV per nanometre from an ion at the beam energy. Dividing the width by this number gives 212 nm, about twice the true thickness of 104.2 nm, because an ion scattered at the back face crosses the film twice. Adding the losses of the two crossings, each along its slanted path, repairs most of the damage, but if they are added with equal weight, the result is 96.7 nm, which is 7.2 % below the true value. The collision lies between the two crossings, and it shrinks the first loss but not the second. The conversion therefore needs a loss factor that treats the two legs differently.

### What is measured

The film is flat and laterally uniform, with thickness t, and x is the depth below its front face. An ion of mass M1 and energy E0 enters, travels straight to depth x, scatters once from a film atom of mass M2, and travels straight out through the front face to the detector. The chosen element is present from the front face to the back face and nowhere else. Its spectrum then has two edges: ions scattered at x = 0 form the high-energy front edge, and ions scattered at x = t form the low-energy back edge. Write E₁(x) for the detected energy of an ion scattered at depth x. The width is

W = E₁(0) − E₁(t).

Between collisions with nuclei the ion loses energy to the electrons of the film in many small steps. These are replaced by a continuous loss S(E) > 0 per unit path length, called the stopping power. The random spread of the losses (straggling), multiple scattering and roughness are left out. Energies are in keV and lengths in nm.

### The simplest film

Suppose first that the film atoms are infinitely heavy, that both legs run along the normal, and that S is a constant. An infinitely heavy atom reverses the ion without taking energy from it. An ion scattered at the front face arrives with E0. One scattered at the back face arrives with E0 − St − St. Hence

W = 2St.

This has the right limit: W vanishes with t and with S. It also explains the factor of about two in the first estimate above.

### A collision partner of finite mass

A film atom of finite mass recoils and carries energy away. Let v₀ be the speed of the ion just before the collision, v₁ its speed just after, v₂ the recoil speed of the atom, and θ the angle through which the ion is turned in the laboratory. The atom is at rest beforehand, the collision is elastic and the motion is nonrelativistic. Momentum conservation, written as vectors, is

M2 **v**₂ = M1(**v**₀ − **v**₁).

Squaring both sides removes the unknown recoil direction:

M2²v₂² = M1²(v₀² + v₁² − 2v₀v₁ cosθ).

Energy conservation, multiplied by 2, reads M1v₀² = M1v₁² + M2v₂². Multiplying it by M2 and solving for the recoil term gives

M2²v₂² = M1M2(v₀² − v₁²).

Equate the two expressions, divide by M1v₀², and put r = v₁/v₀:

M1(1 + r² − 2r cosθ) = M2(1 − r²).

Collecting powers of r,

(M1 + M2)r² − 2M1 r cosθ − (M2 − M1) = 0.

The quadratic formula has M1²cos²θ + (M2 + M1)(M2 − M1) under its root. With cos²θ = 1 − sin²θ this equals M2² − M1²sin²θ, so that

r = [M1 cosθ ± √(M2² − M1²sin²θ)]/(M1 + M2).

For M2 > M1 the product of the two roots, −(M2 − M1)/(M1 + M2), is negative. One root is positive and one negative. A speed ratio cannot be negative, so the upper sign holds. Kinetic energy goes as the square of speed, and the fraction of energy kept in the collision is the kinematic factor

K = {[M1 cosθ + √(M2² − M1²sin²θ)]/(M1 + M2)}².

Three limits test it. For θ = 0 the numerator is M1 + M2 and K = 1: an ion that is not deflected loses nothing. For θ = 180° the result is K = [(M2 − M1)/(M2 + M1)]², the familiar head-on value. For M2 → ∞ at fixed M1, K → 1, as the simplest film assumed.

The feature that matters for the width is that K does not depend on energy. An ion that reaches the atom with energy E leaves it with KE. If it arrives 1 keV poorer than another ion, it leaves K keV poorer, not 1 keV poorer.

### Where K enters the width

Keep the legs along the normal and S constant, but let K be less than 1. At the front face the ion is scattered at once and arrives with KE0. At the back face it has E0 − St before the collision, K(E0 − St) after it, and K(E0 − St) − St at the detector. The difference is

W = KE0 − [K(E0 − St) − St] = KSt + St = (K + 1)St.

The inward loss is seen through the collision and is reduced by K. The outward loss occurs after the collision and is seen in full. Setting K = 1 recovers 2St. In the opposite limit K → 0, which a head-on collision approaches as M2 → M1, the width tends to St: the collision erases nearly all memory of the inward leg. (The ion must still have enough energy to get out, so this limit is meaningful for a sufficiently thin film.)

### Tilted legs

Let θ1 be the angle between the incoming beam and the surface normal, and θ2 the angle between the outgoing path and the normal, both between 0° and 90°. A depth change dx costs a path length dx/cosθ1 on the way in and dx/cosθ2 on the way out. With the abbreviations

a = 1/cosθ1, b = 1/cosθ2,

the same subtraction as before gives, for constant S,

W = (Ka + b)St.

For θ1 = θ2 = 0 this returns (K + 1)St.

The three angles are not independent. Take the second axis along the inward normal and the first axis in the plane of incidence. The beam direction is (sinθ1, cosθ1). If the outgoing path leaves on the beam's side of the normal, its direction is (−sinθ2, −cosθ2). The scalar product of the two unit vectors is cosθ:

cosθ = −sinθ1 sinθ2 − cosθ1 cosθ2 = −cos(θ1 − θ2),

so that θ = 180° − |θ1 − θ2|. If the detector lies in the same plane but on the other side of the normal, the first component of the outgoing direction changes sign, and θ = 180° − (θ1 + θ2). For a detector outside the plane, θ follows from the scalar product of the actual directions. In every case K must be evaluated at the true scattering angle, while a and b need the angles to the normal.

### Stopping that depends on energy

A real stopping power changes as the ion slows. Let E(x) now be the energy just before a collision at depth x. On the inward leg

dE/dx = −aS(E), E(0) = E0.

Integrating from the front face to the back face gives the energy before a collision there:

E(t) = E0 − a ∫₀ᵗ S(E(x)) dx = E0 − a t S̄in.

The last step defines S̄in, the average of the stopping power over the inward leg. Because the path is straight, averaging over depth and averaging over path length are the same.

After the collision the ion has KE(t). Let y be the depth range it has already recrossed, from y = 0 at the back face to y = t at the front face, and F(y) its energy there. Then

dF/dy = −bS(F), F(0) = KE(t),

and integration gives the detected energy

E₁(t) = F(t) = KE(t) − b t S̄out,

where S̄out is the average over the outward leg. Insert E(t):

E₁(t) = KE0 − K a t S̄in − b t S̄out.

The front edge is E₁(0) = KE0, since no path has been travelled. Subtracting,

W = t(K a S̄in + b S̄out).

Within the stated model this is an identity, for a film of any thickness that the ions can cross twice. It does not yet give t, because the averages depend on the energies along the path, and these depend on t.

### The surface-energy approximation

In a thin film the ion hardly slows down. On the inward leg its energy stays close to E0, so S̄in is close to S(E0). On the outward leg it stays close to KE0, the energy it would have after scattering at the surface, so S̄out is close to S(KE0). Replacing the averages by these surface values gives

W ≈ [S]t, [S] = K S(E0)/cosθ1 + S(KE0)/cosθ2,

and hence

t ≈ W/[S].

The quantity [S] is the loss factor. It can be computed before the measurement, because it contains the beam energy, the geometry, the masses and the stopping power, but not the thickness. For constant S it reduces to (Ka + b)S and the approximation becomes the earlier identity. For t → 0 the averages tend to their surface values when S is continuous, so W/t → [S].

In a compound film each element has its own K and its own signal. The ion, however, is slowed by all the atoms it passes, so S is the stopping power of the compound in both terms.

### The example in numbers

The example uses round model parameters: M1 = 4 u, M2 = 100 u, E0 = 2000 keV, θ1 = 30° and θ2 = 10° on the beam's side of the normal. The scattering angle is θ = 180° − 20° = 160°. The stopping power is modelled by

S(E) = 2Sm/[√(E/Em) + √(Em/E)], Sm = 0.5 keV/nm, Em = 1000 keV.

It rises as √E at low energy, has its maximum Sm at Em, and falls as 1/√E at high energy. This is a convenient shape, not a fit: the stopping of helium in real solids falls more steeply above its maximum, with a relative slope near 2000 keV roughly two to three times that of the model. The errors of approximation found below are therefore smaller than those of a real film. The kinematic factor is

K = {[4 cos160° + √(100² − 4² sin²160°)]/104}² = 0.85619,

so the front edge lies at KE0 = 1712.4 keV. The stopping powers there and at the beam energy are

S(E0) = 1/(√2 + 1/√2) = 0.47140 keV/nm, S(KE0) = 0.48245 keV/nm.

With a = 1.15470 and b = 1.01543 the two terms of the loss factor are

K a S(E0) = 0.85619 × 1.15470 × 0.47140 = 0.46605 keV/nm,

b S(KE0) = 1.01543 × 0.48245 = 0.48989 keV/nm,

and their sum is [S] = 0.95594 keV/nm. The width of 100 keV gives

t ≈ 100/0.95594 = 104.6 nm.

Numerical slowing down along both legs gives 104.2 nm for the same width. Leaving out K would replace the loss factor by a S(E0) + b S(KE0), and would give the 96.7 nm quoted at the start.

The energies of the full calculation show where the width comes from. The ion reaches the back face with 1943.15 keV, having lost 56.85 keV. The collision reduces this deficit to 0.85619 × 56.85 = 48.67 keV. The outward leg then takes another 51.33 keV, and the two parts add up to 100 keV.

### What is measured is areal density

The stopping power is proportional to the number of atoms met. Write S = nε(E), where n is the number of atoms per volume and ε the stopping cross section per atom, taken to be independent of n. If n varies with depth while the composition stays fixed, the inward equation is

dE/dx = −a n(x) ε(E).

Introduce the number of atoms per area down to depth x,

N(x) = ∫₀ˣ n(x′) dx′, dN = n dx.

Dividing the equation for E by n gives dE/dN = −aε(E), in which the density profile has disappeared. The outward equation transforms in the same way, with the atoms counted from the back face. Both legs end after the same total N(t), so W depends on N(t) and not on how the atoms are distributed in depth. The approximation becomes

W ≈ [ε]N(t), [ε] = K a ε(E0) + b ε(KE0).

A test with the density multiplied by 1 + 0.6 cos(πx/t) supports this. The cosine integrates to zero over the film, so N(t) is unchanged, and the computed width remains 100.00000 keV although the density at the front is four times that at the back.

For n = 50 atoms/nm³ the surface-energy result corresponds to 50 × 104.6 = 5230 atoms/nm², or 5.23 × 10¹⁷ atoms/cm². A thickness in nm requires the density as separate information. If the film is less dense than assumed, the areal density is still correct, but the inferred thickness is too small.

## II. How large the error is, and how to read the width

The second half uses the following symbols and results. An ion of energy E0 enters at angle θ1 to the normal, keeps the fraction K of its energy in a collision at depth x, and leaves at angle θ2. The path factors are a = 1/cosθ1 and b = 1/cosθ2, S(E) is the energy loss per path length, E(x) is the energy just before the collision, and E₁(x) is the detected energy. The front edge of the signal is at KE0, the back edge at E₁(t), and W is their separation. In the continuous slowing-down model

W = t(K a S̄in + b S̄out),

with S averaged over each leg. The surface-energy approximation is t₀ = W/[S], where

[S] = K a S0 + b S1, S0 = S(E0), S1 = S(KE0).

The subscript in t₀ separates the estimate from the true thickness t. The example has K = 0.85619, a = 1.15470, b = 1.01543, [S] = 0.95594 keV/nm, W = 100 keV, t₀ = 104.609 nm and t = 104.189 nm. The extra digits serve to compare two calculations within the same model; no measured film would justify them.

### The sign of the error

Divide the identity for W by [S]t:

t₀/t = (K a S0/[S]) (S̄in/S0) + (b S1/[S]) (S̄out/S1).

The two weights, K a S0/[S] and b S1/[S], are positive and add up to 1. The ratio t₀/t is therefore a weighted mean of two numbers that say how far each average lies from its surface value.

Suppose that S falls with rising energy over the energies met on both legs and up to the two surface energies. Inside the film the inward energy is below E0, so the stopping power there is above S0. The outward energy is below KE0, so the stopping power there is above S1. Both ratios exceed 1, and t₀ > t: the thickness is overestimated. If S rises with energy over these ranges, both inequalities turn round and the thickness is underestimated.

In the example the energies lie above the stopping maximum, where S falls. The computed averages are S̄in = 0.47252 keV/nm and S̄out = 0.48515 keV/nm. The weights are 0.46605/0.95594 = 0.488 and 0.48989/0.95594 = 0.512, which gives

t₀/t = 0.488 × (0.47252/0.47140) + 0.512 × (0.48515/0.48245) = 1.0040.

The estimate is 0.40 % above the true thickness. The outward leg contributes about 0.29 % and the inward leg about 0.12 %. The outward leg does worse because its ion already starts below KE0, having lost energy on the way in, and then slows further.

The surface-energy estimate t₀ = W/[S] is too large where the stopping power falls with energy and too small where it rises; in the example it is 0.40 % too large. It remains to calculate the size of this error in general, to correct for it, and to show how the width can be read from a blurred spectrum and where the conversion stops being valid.
